\section*{Image-force lowering of a Schottky barrier and the Poole-Frenkel factor of two}

\section*{Problem}

A planar metal fills the half-space $x<0$ and a semiconductor of permittivity $\varepsilon$ fills $x>0$. An electron of charge $-q$, with $q>0$, is in the semiconductor at distance $x$ from the metal. A uniform electric field of magnitude $F>0$ pushes it away from the metal. Treat the metal as a perfect conductor and the semiconductor as a linear dielectric.

\begin{enumerate}
\item[(a)] Find the force that the metal exerts on the electron when $F=0$, and the corresponding potential energy. Explain why this energy is not the Coulomb energy of two fixed charges at the same separation.
\item[(b)] Include the field. Find where the barrier has its top, and by how much the image force lowers it.
\item[(c)] Replace the metal by a fixed point charge $+q$ in the same dielectric and the same field. Find the lowering of the barrier for escape from this charge, the Poole-Frenkel lowering, and compare it with the result of (b). Trace the origin of the numerical factor between them.
\item[(d)] Evaluate both lowerings for silicon at $F=10^5$ V/cm, using the rough relative permittivity 12. By what factor does each change a Boltzmann factor at 300 K?
\item[(e)] In a real contact the field falls with distance from the metal. Let it fall linearly to zero over a depletion width $W$, with value $F$ at the metal. Find the leading correction to (b) and evaluate it for $W=100$ nm.
\end{enumerate}

\section*{Solution}

\subsection*{Conventions}

The force on the electron points along $+x$, so the field vector itself points along $-x$, towards the metal. This is the situation in the depletion layer of an n-type semiconductor, where positive donors face negative charge on the metal.

Energies are electron energies. Their zero is the conduction-band edge extrapolated to $x=0$ with the image force left out. Without that force the edge is $-qFx$, and its highest value is zero, at the interface. The lowering is the depth of the actual barrier top below this zero.

Electronvolts, nanometres and volts per nanometre suit the problem better than atomic units. It is convenient to define
\begin{equation}
k=\frac{q}{4\pi\varepsilon},
\end{equation}
which has the unit V nm. The product $qk=q^2/(4\pi\varepsilon)$ has the same numerical value in eV nm.

\subsection*{(a) Force and energy near the metal}

The potential in the semiconductor must have the electron as its only source there, must be constant on the metal surface, and must vanish far away. Place a fictitious charge $+q$ at $-x$. At a point with coordinate $X>0$ and distance $\rho$ from the axis through the electron, the two charges give
\begin{equation}
\phi=\frac{q}{4\pi\varepsilon}\left[-\frac{1}{\sqrt{\rho^2+(X-x)^2}}+\frac{1}{\sqrt{\rho^2+(X+x)^2}}\right].
\end{equation}
At $X=0$ the two roots are equal and $\phi=0$. The fictitious charge lies outside the semiconductor, so it adds no source there. All conditions are met. The solution is unique: the difference of two solutions would obey Laplace's equation and vanish on the whole boundary, and such a function has no maximum or minimum inside, so it is zero.

The electron is therefore attracted as if by a charge $+q$ at distance $2x$. The magnitude of the force is
\begin{equation}
f(x)=\frac{q^2}{4\pi\varepsilon(2x)^2}=\frac{q^2}{16\pi\varepsilon x^2}.
\label{force}
\end{equation}

The real source of this force is charge at the interface: free charge on the metal, largely cancelled by bound polarization charge of the semiconductor. The permittivity $\varepsilon$ accounts for the bound part, and the density $\sigma$ below is the free part. Differentiating $\phi$ at $X=0$, with $s=\sqrt{\rho^2+x^2}$, gives the normal field and the surface charge density
\begin{equation}
E_X=-\left.\frac{\partial\phi}{\partial X}\right|_{X=0}=\frac{qx}{2\pi\varepsilon s^3},
\qquad
\sigma=\varepsilon E_X=\frac{qx}{2\pi s^3}.
\end{equation}
The surface is pulled outwards with the tension $\varepsilon E_X^2/2$. The total pull must equal the force on the electron, by action and reaction:
\begin{align}
\int_0^\infty\frac{\varepsilon E_X^2}{2}\,2\pi\rho\,d\rho
&=\frac{q^2x^2}{4\pi\varepsilon}\int_0^\infty\frac{\rho\,d\rho}{(\rho^2+x^2)^3}\nonumber\\
&=\frac{q^2x^2}{4\pi\varepsilon}\,\frac{1}{4x^4}
=\frac{q^2}{16\pi\varepsilon x^2}.
\end{align}
This agrees with Eq.~(\ref{force}) without using the force between two point charges.

The potential energy is minus the work needed to take the electron from $x$ to infinity:
\begin{equation}
U_{\rm im}(x)=-\int_x^\infty\frac{q^2}{16\pi\varepsilon x'^2}\,dx'=-\frac{q^2}{16\pi\varepsilon x}.
\label{image}
\end{equation}
Two fixed charges $\pm q$ at separation $2x$ would have the energy $-q^2/(8\pi\varepsilon x)$, twice as large in magnitude. The difference arises because the surface charge is not given in advance; the electron induces it. To see the factor, hold the position fixed and let the electron's charge grow as $-\lambda q$, with $\lambda$ from 0 to 1. The induced charge then produces the potential $\lambda q/(8\pi\varepsilon x)$ at the electron. Adding the charge $-q\,d\lambda$ costs the energy $-\lambda q^2d\lambda/(8\pi\varepsilon x)$, and
\begin{equation}
-\frac{q^2}{8\pi\varepsilon x}\int_0^1\lambda\,d\lambda=-\frac{q^2}{16\pi\varepsilon x}.
\end{equation}
The electron's self-energy in the uniform dielectric is left out, since it does not depend on $x$.

For the silicon parameters of part (d), a numerical integration of the surface tension at $x=2$ nm gives a force of 0.0075 eV/nm. The work to remove the electron from there is 0.0150 eV, while its interaction energy with the final surface charge has the magnitude 0.0300 eV. The factor one half is visible in these two energies.

\subsection*{(b) The barrier top in a field}

The equations of electrostatics are linear, so the applied field and the field of the induced charge add. The force $qF$ along $+x$ contributes the energy $-qFx$, and
\begin{equation}
U(x)=-\frac{A}{x}-Bx,\qquad A=\frac{q^2}{16\pi\varepsilon},\qquad B=qF.
\label{total}
\end{equation}
Close to the metal the first term pulls the energy down; far away the second does. A maximum lies between them. Setting the derivative to zero gives
\begin{equation}
\frac{dU}{dx}=\frac{A}{x^2}-B=0
\quad\Longrightarrow\quad
x_m=\sqrt{\frac{A}{B}}.
\end{equation}
The second derivative, $-2A/x^3$, is negative, so this is a maximum. At the top the two terms are equal:
\begin{equation}
\frac{A}{x_m}=\sqrt{AB},\qquad Bx_m=\sqrt{AB},\qquad U(x_m)=-2\sqrt{AB}.
\label{general}
\end{equation}
Half of the lowering is image energy. The other half is the drop of the band edge between the interface and $x_m$.

Inserting $A$ and $B$ gives the position
\begin{equation}
x_m=\sqrt{\frac{q^2}{16\pi\varepsilon\,qF}}=\sqrt{\frac{q}{16\pi\varepsilon F}}=\frac12\sqrt{\frac{k}{F}}
\label{xm}
\end{equation}
and the energy lowering
\begin{equation}
q\,\Delta\phi=2\sqrt{\frac{q^2}{16\pi\varepsilon}\,qF}=\sqrt{\frac{4q^3F}{16\pi\varepsilon}}=\sqrt{\frac{q^3F}{4\pi\varepsilon}}.
\end{equation}
Division by $q$ expresses it as a voltage:
\begin{equation}
\boxed{\Delta\phi=\sqrt{\frac{qF}{4\pi\varepsilon}}=\sqrt{kF}}
\label{schottky}
\end{equation}

The lowering grows as the square root of the field: four times the field doubles it and halves $x_m$. As $F\to0$ the lowering vanishes while $x_m$ grows without limit, so in a weak field the formula eventually places the top beyond the region where the field can be called uniform. In the linearly falling field of part (e) the top even disappears when $x_m^2>4W^2/27$, because the condition for a top becomes $x^2(1-x/W)=x_m^2$ and its left side never exceeds that value. In a strong field $x_m$ approaches the atomic spacing. There neither a sharp metal surface nor a continuous dielectric is a sound description, and the divergence of Eq.~(\ref{image}) at $x=0$ has no physical meaning. The formula needs $x_m$ to lie well between these two lengths.

The direction of the field matters too. If it pushes the electron towards the metal, $B$ is negative, $dU/dx=A/x^2+|B|$ is positive everywhere, and there is no barrier top of this kind.

\subsection*{(c) Escape from a fixed charge}

Put the fixed charge $+q$ at the origin and let the force $qF$ point along $z$. With $r$ the distance from the charge, the electron's energy is
\begin{equation}
U_{\rm PF}=-\frac{q^2}{4\pi\varepsilon r}-qFz.
\end{equation}
This describes a centre that is neutral when it holds the electron and carries $+q$ after the electron has left, a donor-like centre. A centre that is neutral when empty has no long-range Coulomb attraction, and this calculation does not apply to it. The zero of energy is now the band edge at the position of the centre, with its Coulomb potential left out.

Along the positive $z$ axis $z=r$, and the energy has the form of Eq.~(\ref{total}) with
\begin{equation}
A_{\rm PF}=\frac{q^2}{4\pi\varepsilon}=4A,\qquad B_{\rm PF}=qF=B.
\end{equation}
The general results for the maximum then give
\begin{align}
r_m&=\sqrt{\frac{4A}{B}}=2x_m=\sqrt{\frac{q}{4\pi\varepsilon F}},\\
q\,\Delta\phi_{\rm PF}&=2\sqrt{4AB}=2\,q\,\Delta\phi=\sqrt{\frac{q^3F}{\pi\varepsilon}}.
\end{align}
Hence
\begin{equation}
\boxed{\Delta\phi=\tfrac12\,\Delta\phi_{\rm PF}}
\end{equation}
for equal $F$ and equal $\varepsilon$.

In three dimensions one must still show that the electron cannot find a lower way out. Consider the sphere $r=r_m$, and let $\theta$ be the angle from the $z$ axis. On it
\begin{equation}
U_{\rm PF}=-\frac{q^2}{4\pi\varepsilon r_m}-qFr_m\cos\theta,
\end{equation}
which is lowest at $\theta=0$. Every path from the centre to large distance crosses this sphere, so it must reach at least the energy found above. The straight path along $z$ reaches no more than that. The point is a saddle: a maximum along the field and a minimum across it. At a metal surface the question does not arise, because $U(x)$ is the same at every lateral position.

The factor four between $A_{\rm PF}$ and $A$ has two sources. At distance $x$ from the metal the attracting charge appears at $2x$, which halves the energy. The charge is induced and not fixed, which halves it again. The lowering contains the square root of $A$, so the four becomes a two.

The forces tell the same story. At equal distance the metal attracts the electron with a quarter of the force of the fixed charge. The force $qF$ therefore balances the attraction at half the distance. In both problems the lowering is twice the field energy at the top, $2qFx_m$ or $2qFr_m$, so it is halved as well.

The ratio two belongs to this comparison. If the two processes take place in materials of different permittivity, or in different local fields, the ratio changes accordingly. The Poole-Frenkel result also gives only the shift of the barrier top. To use it as the change of an ionization energy, one must neglect the shift of the bound level in the field.

\subsection*{(d) Silicon at $10^5$ V/cm}

One centimetre is $10^7$ nm, so
\begin{equation}
F=\frac{10^5\ \mathrm{V}}{10^7\ \mathrm{nm}}=0.01\ \mathrm{V/nm}.
\end{equation}
In vacuum $k=1.43996$ V nm. Division by the relative permittivity gives
\begin{equation}
k=\frac{1.43996\ \mathrm{V\,nm}}{12}=0.1200\ \mathrm{V\,nm}.
\end{equation}
The image-force lowering and the position of the top are
\begin{align}
\Delta\phi&=\sqrt{0.1200\times0.01}\ \mathrm{V}=0.03464\ \mathrm{V},\\
x_m&=\frac12\sqrt{\frac{0.1200}{0.01}}\ \mathrm{nm}=1.732\ \mathrm{nm}.
\end{align}
The barrier is lowered by about 35 meV, or 0.0013 hartree. The image energy and the field energy contribute 17.3 meV each. For the fixed charge the lowering is 69.3 meV and the saddle lies 3.46 nm from the centre.

The third digit serves to compare results within the model; the permittivity is not known that well here. Since $\Delta\phi\propto\varepsilon^{-1/2}$, a small relative change of $\varepsilon$ produces half that relative change in the lowering, with opposite sign. Relative permittivities of 11.5 and 12.5 give 35.4 and 33.9 meV, a change of about 2 percent either way.

The top lies several atomic spacings from the metal, since these are a few tenths of a nanometre in silicon. A continuous dielectric is then a reasonable approximation. The classical picture of a point electron is less secure, because the thermal wavelength of a conduction electron in silicon at 300 K, roughly 5 to 10 nm depending on the mass, exceeds $x_m$. At ten times the field, $x_m$ would shrink by $\sqrt{10}$ to about 0.5 nm, close to the atomic spacing, and the model of a sharp metal surface beside a continuous dielectric could no longer be taken for granted. Such a field also exceeds the avalanche field of moderately doped silicon. At a band bending below one volt it needs a doping of several $10^{18}$ cm$^{-3}$, where tunnelling through the barrier is important.

The dielectric matters for the size of the effect. For a metal facing vacuum in the same field, the lowering would be $\sqrt{1.44\times0.01}\ \mathrm{V}=0.12$ V, larger by $\sqrt{12}$. The semiconductor screens the image attraction and so weakens the lowering.

At 300 K the thermal energy is $k_{\rm B}T=25.85$ meV, where $k_{\rm B}$ is Boltzmann's constant. A barrier lowered by $q\Delta\phi$ raises the Boltzmann factor by
\begin{equation}
\exp\left(\frac{34.64}{25.85}\right)=3.82,
\qquad
\exp\left(\frac{69.28}{25.85}\right)=14.6
\end{equation}
for the metal contact and the fixed charge respectively. The second factor is the square of the first, because its exponent is twice as large. It has a meaning only for a centre whose level lies well over 69 meV below the band edge. Phosphorus, a common shallow donor in silicon, binds its electron by only about 45 meV, so at this field the saddle lies below its zero-field level and no thermal barrier is left to lower. A lowering that is small beside a barrier of some tenths of an electronvolt can still change a thermally activated current several-fold. These factors describe emission over the top with an unchanged prefactor, and they leave out tunnelling through the barrier below its top. At this field tunnelling is not negligible, and it helps the sharp unlowered barrier more than the rounded one. A rough WKB estimate with silicon masses between 0.19 and 0.92 electron masses puts the gain of the total contact current near 2.3 to 2.7 instead of 3.82. For the fixed charge the barrier is lowered fully only along the field, so the total emission rate can grow by much less than the factor 14.6. At the angle $\theta$ from the force the lowering is $q\Delta\phi_{\rm PF}\sqrt{\cos\theta}$, and averaging the Boltzmann factor over directions, with the backward half left unchanged, gives about 4.

\subsection*{(e) A field that falls with distance}

For the field $F(1-x/W)$, the energy without image force is
\begin{equation}
-q\int_0^xF\left(1-\frac{x'}{W}\right)dx'=-qFx+\frac{qFx^2}{2W}.
\end{equation}
Compared with part (b), the energy has gained the small positive term $g(x)=qFx^2/(2W)$. It also moves the top, but $U$ is stationary at $x_m$, so the displacement affects the height only in second order. To first order the top rises by $g(x_m)$. With $q\Delta\phi=2qFx_m$, the corrected lowering is
\begin{equation}
2qFx_m-\frac{qFx_m^2}{2W}=q\,\Delta\phi\left(1-\frac{x_m}{4W}\right).
\end{equation}
For $W=100$ nm the relative reduction is
\begin{equation}
\frac{x_m}{4W}=\frac{1.732}{400}=0.433\ \text{percent}.
\end{equation}
The maximum found numerically with the falling field gives 0.437 percent, and the lowering becomes 34.49 meV instead of 34.64 meV.

The small remaining difference is the second-order effect of the displacement. If the top moves by $\delta$, its energy changes further by $g'(x_m)\delta-\tfrac12|U''(x_m)|\delta^2$, whose largest value is $g'^2/(2|U''|)$. From $A=qFx_m^2$ one has $|U''(x_m)|=2A/x_m^3=2qF/x_m$, and $g'(x_m)=qFx_m/W$. Therefore
\begin{equation}
\frac{g'^2}{2|U''|}=\frac{qFx_m^3}{4W^2}=g(x_m)\,\frac{x_m}{2W}.
\end{equation}
This enlarges the reduction by the fraction $1.732/200$, about 0.9 percent of itself, which takes 0.433 percent to 0.437 percent.

The uniform-field formula is thus adequate here if $F$ is taken as the field at the metal, and not as an average over the depletion layer. This treats the donors as a smooth charge. In a real contact their random positions make the local field vary from place to place, which can change the lowering by more than the small correction found here. The expansion requires $x_m\ll W$. It worsens as a forward bias flattens the bands, because $F$ and $W$ then both become small while $x_m$ grows. At the doping implied here, $\varepsilon F/(qW)\approx6.6\times10^{16}$ cm$^{-3}$, the linear field itself fails first, once the band bending falls to a few $k_{\rm B}T$ and mobile electrons enter the layer.

The numerical output that follows lists the values used in parts (a), (d) and (e).

\section*{Computed values}
\begin{verbatim}
INPUTS
field: 1.0e+05 V/cm
field: 0.0100 V/nm
relative permittivity of silicon (rough input): 12.0
k for vacuum: 1.43996 V nm
k for silicon: 0.12000 V nm
IMAGE FORCE CHECK
test distance from metal: 2.0 nm
force from surface tension: 0.007500 eV/nm
work to remove electron: 0.015000 eV
interaction with final induced charge: 0.029999 eV
SCHOTTKY BARRIER
distance of barrier top: 1.732 nm
image-energy share of lowering: 17.32 meV
field-energy share of lowering: 17.32 meV
image-force lowering: 34.64 meV
image-force lowering: 0.001273 hartree
FIXED CHARGE (POOLE-FRENKEL)
distance of barrier top: 3.464 nm
Poole-Frenkel lowering: 69.28 meV
ratio Poole-Frenkel / image-force: 2.00000
curvature along field: -0.00577 eV/nm^2
curvature across field: 0.00289 eV/nm^2
BOLTZMANN FACTORS
temperature: 300 K
thermal energy: 25.85 meV
factor from image-force lowering: 3.82
factor from Poole-Frenkel lowering: 14.58
SENSITIVITY
lowering for permittivity 11.5: 35.39 meV
lowering for permittivity 12.5: 33.94 meV
chosen depletion width: 100 nm
lowering in depletion layer: 34.49 meV
reduction by falling field, numerical: 0.437 percent
reduction by falling field, first order: 0.433 percent
\end{verbatim}
